# Exchange-striction polarization of an up-up-down-down ionic chain: test program

```python
"""Exchange-striction polarization of an up-up-down-down ionic spin chain.

Result under test:  P = q g eta / (2 K a A),  reversed by a one-site spin shift.
  q    size of the alternating ionic charge (+q on even sites, -q on odd sites)
  g    derivative of the nearest-neighbour exchange energy j(d) at d = 0
  d    change of a bond length;  K  bond stiffness (short circuit)
  eta  product of the spin signs on sites 0 and 1
  a    site spacing;  A  cross-section per chain
j(d) = j1 exp(-d/rho); spin lengths are included in j1 and j2.
Internal units: eV, nm, elementary charge, volt. Parameters are rough values.
"""
import numpy as np
from scipy import constants as const

spacing = 0.265          # nm
area = 0.24              # nm^2
charge = 1.0             # e
mean_charge = 3.0        # e
stiffness = 500.0        # eV/nm^2
j1 = 0.002               # eV
j2 = 0.002               # eV
rho = 0.03               # nm
anisotropy = 0.002       # eV per ion
temperature = 5.0        # K
applied_field = 0.01     # V/nm
mass_even, mass_odd = 55.0, 59.0   # atomic mass units, rough

slope = -j1 / rho
to_uC_cm2 = const.e * 1e6 / 1e-14
eps0 = const.epsilon_0 * 1e-9 / const.e      # e/(V nm)
rng = np.random.default_rng(4)


def pattern(shift, count):
    return np.array([1, 1, -1, -1])[(np.arange(count) + shift) % 4]


def alternating(count):
    return charge * (-1.0) ** np.arange(count)


def bond_matrix(count, ring):
    matrix = np.roll(np.eye(count), 1, axis=1) - np.eye(count)
    return matrix if ring else matrix[:-1]


def bond_products(signs, ring):
    products = signs * np.roll(signs, -1)
    return products if ring else products[:-1]


def energy(u, signs):
    """Elastic plus nearest-neighbour exchange energy of a ring."""
    d = bond_matrix(len(signs), True) @ u
    return np.sum(stiffness * d**2 / 2
                  + j1 * np.exp(-d / rho) * bond_products(signs, True))


def relax(signs, strength=1.0, ring=True, field=0.0, charges=None, tether=None):
    """Newton solution of the full nonlinear force balance."""
    count = len(signs)
    charges = alternating(count) if charges is None else charges
    tether = np.zeros(count) if tether is None else tether
    B = bond_matrix(count, ring)
    products = bond_products(signs, ring)
    u = np.zeros(count)
    for _ in range(30):
        d = B @ u
        pull = strength * slope * np.exp(-d / rho) * products
        gradient = B.T @ (stiffness * d + pull) + tether * u - field * charges
        hessian = B.T @ np.diag(stiffness - pull / rho) @ B + np.diag(tether)
        u = u - np.linalg.pinv(hessian, rcond=1e-9) @ gradient
    assert np.max(np.abs(gradient)) < 1e-9
    return u


def polarization(u, charges=None):
    charges = alternating(len(u)) if charges is None else charges
    return charges @ u / (len(u) * spacing * area)


# Main result: nonlinear relaxation against the first-order formula
N = 16
state = pattern(0, N)
shifted = pattern(1, N)
u_state, u_shifted = relax(state), relax(shifted)
P_state, P_shifted = polarization(u_state), polarization(u_shifted)
P_formula = charge * slope * state[0] * state[1] / (2 * stiffness * spacing * area)
assert abs(P_state / P_formula - 1) < 1e-4
assert abs(P_shifted + P_state) < 1e-10 * abs(P_state)
bonds = bond_matrix(N, True) @ u_state
delta = -slope / stiffness
assert np.allclose(bonds, delta * (-1.0) ** np.arange(N), rtol=1e-4, atol=0)

# The relaxed state is a true minimum of the separately coded energy
E_relaxed = energy(u_state, state)
for _ in range(20):
    assert energy(u_state + 1e-4 * rng.normal(size=N), state) > E_relaxed
gain = (energy(np.zeros(N), state) - E_relaxed) / N
eps_strict = slope**2 / (2 * stiffness)
assert abs(gain / eps_strict - 1) < 1e-3
gain_shifted = (energy(np.zeros(N), shifted) - energy(u_shifted, shifted)) / N
assert abs(gain_shifted / gain - 1) < 1e-9

# Switched dipole of an open chain: no reference cell is needed
M = 40
dipoles = [alternating(M) @ (spacing * np.arange(M)
           + relax(pattern(k, M), ring=False)) for k in (0, 1)]
P_open_ends = (dipoles[0] - dipoles[1]) / (2 * M * spacing * area)
assert abs(P_open_ends / P_formula - 1) < 1e-4

# Symmetry: inversion about site 0 or site 1 is a one-site shift, left or right
small = 1e-9 * abs(P_state)
sites = np.arange(N)
assert np.array_equal(state[(-sites) % N], np.roll(state, -1))
assert np.array_equal(state[(2 - sites) % N], np.roll(state, 1))
assert abs(polarization(relax(np.roll(state, 1))) + P_state) < small
one_species = state.copy()
one_species[1::2] *= -1
assert np.array_equal(one_species, shifted)

# Control cases
assert abs(polarization(relax(pattern(2, N))) - P_state) < small
assert abs(polarization(u_state, -alternating(N)) + P_state) < small
assert abs(polarization(u_shifted, -alternating(N)) - P_state) < small
assert abs(polarization(u_state, np.ones(N))) < small
for uniform in (np.ones(N), (-1.0) ** np.arange(N)):
    assert abs(polarization(relax(uniform))) < small
two_domains = np.concatenate([pattern(0, 8), pattern(1, 8)])
assert abs(polarization(relax(two_domains))) < small

# Strong coupling: first-order size fails, reversal survives
boost = 50.0
P_strong = [polarization(relax(pattern(k, N), strength=boost)) for k in (0, 1)]
strong_ratio = P_strong[0] / (boost * P_formula)
assert strong_ratio > 1.01
assert abs(P_strong[0] + P_strong[1]) < 1e-9 * abs(P_strong[0])

# Elastic gain at fixed length for a pattern with nonzero mean bond product
mixed = np.array([1, 1, 1, 1, -1, -1, -1, 1, 1, 1, -1, -1])
m_mixed = np.mean(bond_products(mixed, True))
assert abs(m_mixed) > 0.3
gain_mixed = (energy(np.zeros(12), mixed) - energy(relax(mixed), mixed)) / 12
assert abs(gain_mixed / (eps_strict * (1 - m_mixed**2)) - 1) < 0.02

# Stability by enumeration of all Ising states of a 12-site ring
all_signs = 1 - 2 * ((np.arange(4096)[:, None] >> np.arange(12)) & 1)
m_all = np.mean(all_signs * np.roll(all_signs, -1, axis=1), axis=1)
c_all = np.mean(all_signs * np.roll(all_signs, -2, axis=1), axis=1)


def ground_states(first, second, elastic):
    e = first * m_all + second * c_all - elastic * (1 - m_all**2)
    return np.abs(m_all[e < e.min() + 1e-9 * abs(first)])


for elastic in (0.0, eps_strict, 0.25 * j1):
    for second in (j2, 0.52 * j1):
        found = ground_states(j1, second, elastic)
        assert len(found) == 4 and np.allclose(found, 0)
        assert np.allclose(ground_states(-j1, second, elastic), 0)
below = ground_states(2.0, 0.85, 0.5)
assert np.allclose(below, 1 / 3)
assert np.allclose(ground_states(2.0, 0.85, 0.0), 1)

# Rotating classical spins: spiral without anisotropy, collinear with it
angles = np.linspace(0, np.pi, 200001)
E_spiral = np.min(j1 * np.cos(angles) + j2 * np.cos(2 * angles))
assert abs(E_spiral + j2 + j1**2 / (8 * j2)) < 1e-10
assert E_spiral < -j2
D_needed = 2 * (-j2 - E_spiral)
assert abs(D_needed - j1**2 / (4 * j2)) < 1e-9
polar = np.linspace(0, np.pi, 25)
azimuth = np.arange(16) * np.pi / 8
ta, tb, tc, fb, fc = np.meshgrid(polar, polar, polar, azimuth, azimuth,
                                 indexing="ij", sparse=True)


def dot(t1, t2, angle):
    return np.cos(t1) * np.cos(t2) + np.sin(t1) * np.sin(t2) * np.cos(angle)


triples = (j1 / 2 * (dot(ta, tb, fb) + dot(tb, tc, fb - fc))
           + j2 * dot(ta, tc, fc)
           - anisotropy / 3 * (np.cos(ta)**2 + np.cos(tb)**2 + np.cos(tc)**2))
triple_bound = triples.min()
E_collinear = -j2 - anisotropy
assert abs(triple_bound - E_collinear) < 1e-10

# Depolarizing field of an open-circuit slab, solved self-consistently
chi = charge**2 / (4 * stiffness * spacing * area * eps0)
P_slab = P_state
for _ in range(30):
    P_slab = polarization(relax(state, field=-P_slab / eps0))
assert abs(P_slab / (P_formula / (1 + chi)) - 1) < 1e-3

# Rigid frame with tethers on the two ion species and full ionic charges
full_charges = mean_charge + alternating(N)
Z_even, Z_odd = full_charges[:2]
frame_results = []
for ratio in (1.0, 2.0, 0.5):
    k_even, k_odd = stiffness, ratio * stiffness
    tether = np.where(np.arange(N) % 2 == 0, k_even, k_odd)
    P_pair = [polarization(relax(pattern(k, N), charges=full_charges,
                                 tether=tether), full_charges) for k in (0, 1)]
    total = k_even + k_odd
    delta_frame = -slope / (stiffness + k_even * k_odd / (2 * total))
    expected = (delta_frame * (Z_odd * k_even - Z_even * k_odd)
                / (2 * spacing * area * total))
    assert abs(P_pair[0] - expected) < 1e-3 * abs(P_formula)
    assert abs(P_pair[0] + P_pair[1]) < 1e-9 * abs(P_formula)
    frame_results.append((ratio, P_pair[0]))

# Zero-point motion of the optical mode and its effect on the exchange slope
reduced = mass_even * mass_odd / (mass_even + mass_odd) * const.atomic_mass
omega = np.sqrt(2 * stiffness * const.e / 1e-18 / reduced)
zero_rms = np.sqrt(const.hbar / (2 * reduced * omega)) * 1e9
nodes, weights = np.polynomial.hermite_e.hermegauss(30)
slope_factor = weights @ np.exp(-zero_rms * nodes / rho) / weights.sum()
assert abs(slope_factor - np.exp(zero_rms**2 / (2 * rho**2))) < 1e-10

# Thermal walls on an isolated free-length Ising chain: transfer matrix
beta = const.e / (const.k * temperature)
b = np.array([1.0, -1.0])
transfer = np.exp(-beta * (j2 * np.outer(b, b) + j1 * (b[:, None] + b) / 2))
values, vectors = np.linalg.eigh(transfer)
wall_density = np.sum(vectors[:, -1]**2 * np.diag(transfer)) / values[-1]
wall_estimate = np.exp(-2 * beta * j2) * np.cosh(beta * j1)
assert abs(wall_density / wall_estimate - 1) < 0.03


def spin_energy(s):
    return np.sum(j1 * s * np.roll(s, -1) + j2 * s * np.roll(s, -2))


flipped = state.copy()
flipped[5] *= -1
flip_cost = spin_energy(flipped) - spin_energy(state)
assert abs(flip_cost - 4 * j2) < 1e-12
field_energy = 2 * abs(P_state) * spacing * area * applied_field
assert abs(field_energy / (charge * delta * applied_field) - 1) < 1e-4


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("site spacing a", spacing, "nm")
show("cross-section per chain A", area, "nm^2")
show("alternating charge q", charge, "e")
show("mean ionic charge", mean_charge, "e")
show("bond stiffness K", stiffness, "eV/nm^2")
show("nearest-neighbour exchange energy j1", j1 * 1e3, "meV")
show("second-neighbour exchange energy j2", j2 * 1e3, "meV")
show("exchange decay length rho", rho, "nm")
show("exchange slope g", slope * 1e3, "meV/nm")
show("bond change delta, first order", delta, "nm")
show("relaxed parallel bond change", bonds[0], "nm")
show("relaxed antiparallel bond change", bonds[1], "nm")
show("striction energy gain per site", gain * 1e6, "ueV")
show("P from formula, eta=+1", P_formula * to_uC_cm2, "uC/cm2")
show("P from relaxation, eta=+1", P_state * to_uC_cm2, "uC/cm2")
show("P from relaxation, spins shifted", P_shifted * to_uC_cm2, "uC/cm2")
show("P from switched open-chain dipole", P_open_ends * to_uC_cm2, "uC/cm2")
show("relative nonlinear correction to P", P_state / P_formula - 1, "", 2)
show("strong-coupling test, exchange multiplied by", boost, "")
show("strong coupling, P over first-order P", strong_ratio, "")
show("below-limit toy case, |m| of ground state", below[0], "")
show("spiral energy per site, no anisotropy", E_spiral * 1e3, "meV")
show("up-up-down-down energy, no anisotropy", -j2 * 1e3, "meV")
show("necessary anisotropy D exceeds", D_needed * 1e3, "meV")
show("anisotropy D used", anisotropy * 1e3, "meV")
show("lower bound from spin triples", triple_bound * 1e3, "meV per site")
show("collinear energy with D", E_collinear * 1e3, "meV per site")
show("lattice susceptibility chi", chi, "")
show("P in open-circuit slab", P_slab * to_uC_cm2, "uC/cm2")
show("depolarizing field size", abs(P_slab) / eps0 * 10, "MV/cm")
show("tether on even ions", stiffness, "eV/nm^2")
for ratio, value in frame_results:
    rounded = round(float(value * to_uC_cm2), 6) + 0.0
    show(f"P with odd/even tether ratio {ratio:g}", rounded, "uC/cm2", 3)
show("optical quantum", const.hbar * omega / const.e * 1e3, "meV")
show("zero-point rms bond change", zero_rms, "nm", 3)
show("zero-point factor on exchange slope", slope_factor, "")
show("temperature", temperature, "K")
show("thermal walls per site", wall_density, "", 3)
show("mean wall spacing", spacing / wall_density, "nm", 3)
show("applied field", applied_field * 10, "MV/cm")
show("field energy between the two states", field_energy * 1e6, "ueV per site")
show("cost of one spin flip", flip_cost * 1e3, "meV")
print("done: every assertion held")
```

Running it gives:

```
site spacing a: 0.265 nm
cross-section per chain A: 0.24 nm^2
alternating charge q: 1 e
mean ionic charge: 3 e
bond stiffness K: 500 eV/nm^2
nearest-neighbour exchange energy j1: 2 meV
second-neighbour exchange energy j2: 2 meV
exchange decay length rho: 0.03 nm
exchange slope g: -66.67 meV/nm
bond change delta, first order: 0.0001333 nm
relaxed parallel bond change: 0.0001333 nm
relaxed antiparallel bond change: -0.0001333 nm
striction energy gain per site: 4.444 ueV
P from formula, eta=+1: -0.01679 uC/cm2
P from relaxation, eta=+1: -0.01679 uC/cm2
P from relaxation, spins shifted: 0.01679 uC/cm2
P from switched open-chain dipole: -0.01679 uC/cm2
relative nonlinear correction to P: 9.9e-06
strong-coupling test, exchange multiplied by: 50
strong coupling, P over first-order P: 1.026
below-limit toy case, |m| of ground state: 0.3333
spiral energy per site, no anisotropy: -2.25 meV
up-up-down-down energy, no anisotropy: -2 meV
necessary anisotropy D exceeds: 0.5 meV
anisotropy D used: 2 meV
lower bound from spin triples: -4 meV per site
collinear energy with D: -4 meV per site
lattice susceptibility chi: 0.1423
P in open-circuit slab: -0.0147 uC/cm2
depolarizing field size: 0.1661 MV/cm
tether on even ions: 500 eV/nm^2
P with odd/even tether ratio 1: -0.0134 uC/cm2
P with odd/even tether ratio 2: -0.0252 uC/cm2
P with odd/even tether ratio 0.5: 0 uC/cm2
optical quantum: 38.32 meV
zero-point rms bond change: 0.00438 nm
zero-point factor on exchange slope: 1.011
temperature: 5 K
thermal walls per site: 0.00482
mean wall spacing: 55 nm
applied field: 0.1 MV/cm
field energy between the two states: 1.333 ueV per site
cost of one spin flip: 8 meV
done: every assertion held
```
